# Keldysh Green Functions: Contour Expansion, Component Identity and Matrix Rotation

A system of fermions is prepared at time $0$ in a state $\rho$ and then evolves under $H=H_0+V$. Here $H_0=\sum_{ij}h_{ij}c_i^\dagger c_j$ is quadratic and $V$ is an interaction containing an even number of fermion operators. Units have $\hbar=1$, $\langle\cdots\rangle=\mathrm{Tr}(\rho\cdots)$, and $c_i(t)=e^{iHt}c_ie^{-iHt}$. The state need not be stationary under $H$ or $H_0$. The two basic correlation functions are

$$G^>_{ij}(t,t')=-i\langle c_i(t)c_j^\dagger(t')\rangle,\qquad G^<_{ij}(t,t')=+i\langle c_j^\dagger(t')c_i(t)\rangle .$$

Numbers refer to a two-site Hubbard model with hopping matrix element $-J$ and $V=UD$, $D=\sum_i n_{i\uparrow}n_{i\downarrow}$. Energies are in $J$ and times in $1/J$. The state is thermal for a non-interacting Hamiltonian with site energies $\mp0.8$, at inverse temperature $2$ and zero chemical potential. For $t>0$ the site energies are $\pm0.3$ and $U$ acts. Green functions are for spin up on site 1, at $t=2.0$ and $t'=1.2$. "Exact" values for this model come from matrix exponentials in its 16-dimensional Fock space.

## (a) From two evolutions to one contour

**Express $G^>$ and $G^<$ through operators evolving with $H_0$, and expand in $V$ using a single ordering rule.**

**Solution.** Let $O_I(t)=e^{iH_0t}Oe^{-iH_0t}$ and

$$S(t,t')=e^{iH_0t}e^{-iH(t-t')}e^{-iH_0t'} .$$

Differentiation gives

$$\partial_tS(t,t')=e^{iH_0t}(iH_0-iH)e^{-iH(t-t')}e^{-iH_0t'}=-iV_I(t)S(t,t').$$

With $S(t',t')=1$, iteration gives, for $t>t'$, $S(t,t')=T\exp[-i\int_{t'}^tV_I(s)ds]$, where $T$ puts later times to the left. The definition also gives $S(t_1,t_2)S(t_2,t_3)=S(t_1,t_3)$ and $S(t',t)=S(t,t')^\dagger$. The adjoint reverses operator order, so $S(t',t)=\tilde T\exp[+i\int_{t'}^tV_I(s)ds]$, with $\tilde T$ putting later times to the right.

Since $S(0,t)=e^{iHt}e^{-iH_0t}$, we have $c_i(t)=S(0,t)c_{i,I}(t)S(t,0)$. Choose a turning time $t_m$ later than $t$ and $t'$. Then $S(t,0)S(0,t')=S(t,t')=S(t,t_m)S(t_m,t')$, and

$$\langle c_i(t)c_j^\dagger(t')\rangle=\langle S(0,t)\,c_{i,I}(t)\,S(t,t_m)\;S(t_m,t')\,c^\dagger_{j,I}(t')\,S(t',0)\rangle .$$

Read from right to left, the operators run forward from $0$ to $t_m$, meeting $c^\dagger$ at $t'$, and back to $0$, meeting $c$ at $t$. Call this path $C$, with forward branch $+$ and backward branch $-$. Let $T_C$ place operators further along $C$ to the left, with a minus sign for each exchange of two fermion operators. On the backward branch $d\tau=-ds$, so $-i\int d\tau\,V$ becomes $+i\int ds\,V$, as $\tilde T\exp$ requires. Because $V$ is even in fermion operators, moving it inside $T_C$ costs no sign, and all segments combine into one exponential:

$$G_{ij}(\tau,\tau')=-i\Big\langle T_C\,e^{-i\int_CV_I(\tau_1)d\tau_1}c_{i,I}(\tau)c^\dagger_{j,I}(\tau')\Big\rangle$$

$$=-i\sum_{n=0}^\infty\frac{(-i)^n}{n!}\int_C d\tau_1\cdots d\tau_n\langle T_CV_I(\tau_1)\cdots V_I(\tau_n)c_{i,I}(\tau)c^\dagger_{j,I}(\tau')\rangle .$$

Each contour integral means $\int_Cd\tau=\sum_{a=\pm}a\int_0^{t_m}dt$. With $c$ on $-$ and $c^\dagger$ on $+$ this is $G^>$. With the branches exchanged, $c^\dagger$ stands to the left, the ordering sign is $-1$, and $-i(-1)=+i$ gives $G^<$.

No return to the initial state at late times was assumed: the backward branch supplies the bra. In a finite Fock space the $n$th term is bounded by $(2t_m\|V\|)^n\|c_i\|\|c_j^\dagger\|/n!$, so the series converges at finite time. A low-order truncation has no such guarantee once $\|V\|t_m$ is large.

## (b) Terms without external points

**Evaluate the contour exponential without $c$ and $c^\dagger$. Follow the cancellation at second order, and state what it means for diagrams.**

**Solution.** Without external operators the two branches give

$$\langle T_Ce^{-i\int_CV_Id\tau}\rangle=\langle S(0,t_m)S(t_m,0)\rangle=1 .$$

To see this at second order, define $X=\int_0^{t_m}V_I(s)ds$ and $F=-\int_{s_1>s_2}V_I(s_1)V_I(s_2)ds_1ds_2$. Then

$$S(t_m,0)=1-iX+F+\dots,\qquad S(0,t_m)=1+iX+F^\dagger+\dots$$

The first-order terms cancel. The second-order terms are $F+F^\dagger+X^2$. The sum $F+F^\dagger$ contains both orders of each pair of times, so it equals $-X^2$ and the total vanishes.

For the dimer with $t_m=2.5$, the coefficients of $U^2$ are $-1.591+0.145i$ for two forward vertices, the complex conjugate for two backward vertices, and $+3.182$ for one vertex on each branch. The first comes from finite differences in $U$ of the exact forward amplitude, the last from Gauss–Legendre integration of $V_I$. One branch alone would leave a large term.

Now let $\rho$ be Gaussian, meaning the exponential of a quadratic form, so that Wick's theorem reduces each average to pair contractions. Among $n$ vertices, suppose $m$ are linked to the external points. They can be chosen in $n!/[m!(n-m)!]$ ways. With the prefactor $1/n!$ this leaves $1/m!$ times $1/(n-m)!$, so the series is the linked series times the series just evaluated. The second factor is $1$, and the linked diagrams remain without a division. If $\rho$ is not Gaussian, the expansion of (a) still holds, but this reduction to pair contractions does not.

## (c) The linear relation

**Place the two external operators on the branches in all four ways. Find the relation between the resulting functions at $t\ne t'$, and identify what it depends on.**

**Solution.** Denote the component with $c$ on $a$ and $c^\dagger$ on $b$ by $G^{ab}$, and write

$$\hat G=\begin{pmatrix}G^{++}&G^{+-}\\G^{-+}&G^{--}\end{pmatrix}=\begin{pmatrix}G^T&G^<\\G^>&G^{\tilde T}\end{pmatrix}.$$

Take $t>t'$, so that $c$ has the later physical time. Near $c$ the operator string is

$$c\text{ on }+:\quad S(0,t_m)S(t_m,t)c_I(t)S(t,0)=S(0,t)c_I(t)S(t,0),$$

$$c\text{ on }-:\quad S(0,t)c_I(t)S(t,t_m)S(t_m,0)=S(0,t)c_I(t)S(t,0).$$

The operator $c^\dagger$, at its earlier time, sits inside the rightmost factor if it is on $+$ and the leftmost if it is on $-$. Moving $c$ between branches does not carry it past $c^\dagger$, so the ordering sign is also unchanged. Hence

$$t>t':\qquad G^T=G^>,\qquad G^{\tilde T}=G^< .$$

For $t<t'$ the movable operator is $c^\dagger$, and the same argument gives $G^T=G^<$ and $G^{\tilde T}=G^>$. With the step function $\theta$,

$$G^T=\theta(t-t')G^>+\theta(t'-t)G^<,\qquad G^{\tilde T}=\theta(t'-t)G^>+\theta(t-t')G^< .$$

Since $\theta(t-t')+\theta(t'-t)=1$, addition yields

$$\boxed{G^T+G^{\tilde T}=G^>+G^<\qquad(t\neq t')}$$

For the dimer at $U=0.4$, the exact components are $G^T=G^>=-0.3195-0.6585i$ and $G^{\tilde T}=G^<=-0.0961-0.0005i$, in agreement with the pairing for $t>t'$.

The proof used the cancellation of forward and backward evolution after the later time. It therefore requires the backward evolution to undo the forward one between the later time and $t_m$, as it does when the same Hermitian Hamiltonian acts on both branches there; at earlier times the branches may differ without affecting the argument. If the energy of site 1 is raised by $0.3$ along the whole backward branch alone, the contour average without external operators becomes $0.821+0.526i$ instead of $1$. The two sides of the relation then differ by $0.073$ in absolute value. Such unequal branches can serve as a source for generating averages. The relation then holds for a pair of times if the source vanishes between the later of them and $t_m$, and in general fails otherwise.

At $t=t'$ the value depends on a convention. If $G^T$ and $G^{\tilde T}$ are both assigned $G^<$, the right side exceeds the left by $G^>_{ij}-G^<_{ij}=-i\delta_{ij}$. Assigning one of them $G^>$ and the other $G^<$ restores equality. A finite value at one point does not affect ordinary time integrals. An instantaneous interaction does evaluate a function at equal times; there the order $c^\dagger c$ in the density requires $G^<(t,t)$.

## (d) Removing the redundancy

**Let $\tau_2,\tau_3$ be Pauli matrices in branch space and $L=(1-i\tau_2)/\sqrt2$. Evaluate $\underline G=L\tau_3\hat GL^T$ and interpret its entries.**

**Solution.** Define the retarded, advanced and Keldysh functions by

$$G^R_{ij}=-i\theta(t-t')\langle\{c_i(t),c_j^\dagger(t')\}\rangle=\theta(t-t')(G^>-G^<)_{ij},$$

$$G^A_{ij}=i\theta(t'-t)\langle\{c_i(t),c_j^\dagger(t')\}\rangle=-\theta(t'-t)(G^>-G^<)_{ij},$$

$$G^K_{ij}=-i\langle[c_i(t),c_j^\dagger(t')]\rangle=(G^>+G^<)_{ij}.$$

The formulas of (c) give each causal function in two ways:

$$G^R=G^T-G^<=G^>-G^{\tilde T},\qquad G^A=G^T-G^>=G^<-G^{\tilde T}.$$

For example, $G^T-G^<=\theta(t-t')G^>+[\theta(t'-t)-1]G^<=\theta(t-t')(G^>-G^<)$.

Because $i\tau_2=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$,

$$L=\frac1{\sqrt2}\begin{pmatrix}1&-1\\1&1\end{pmatrix},\qquad \tau_3\hat G=\begin{pmatrix}G^T&G^<\\-G^>&-G^{\tilde T}\end{pmatrix},$$

$$L\tau_3\hat G=\frac1{\sqrt2}\begin{pmatrix}G^T+G^>&G^<+G^{\tilde T}\\G^T-G^>&G^<-G^{\tilde T}\end{pmatrix}.$$

Multiplying by $L^T=\frac1{\sqrt2}\begin{pmatrix}1&1\\-1&1\end{pmatrix}$ on the right gives

$$\underline G_{11}=\tfrac12[(G^T-G^<)+(G^>-G^{\tilde T})]=G^R,$$

$$\underline G_{12}=\tfrac12[G^T+G^{\tilde T}+G^>+G^<]=G^K,$$

$$\underline G_{21}=\tfrac12[G^T+G^{\tilde T}-G^>-G^<]=0,$$

$$\underline G_{22}=\tfrac12[(G^T-G^>)+(G^<-G^{\tilde T})]=G^A.$$

Thus

$$\boxed{\underline G=\begin{pmatrix}G^R&G^K\\0&G^A\end{pmatrix}}$$

The zero is the linear relation itself. The factor $\tau_3$ carries the sign of the backward branch. Without it the rotation gives $\begin{pmatrix}0&G^A\\G^R&G^K\end{pmatrix}$, which has the same content, but with it the matrix is triangular and contour integrals become plain matrix products, as (e) shows.

At equal times, $G^K_{ii}(t,t)=-i(1-n_i)+in_i=-i(1-2n_i)$ contains the occupation $n_i$. By contrast, $G^R_{ii}(t,t')\to-i$ as $t\to t'$ from above, whatever the state. At later times an interacting $G^R$ can depend on the state as well.

In the example,

$$G^R=(-0.3195+0.0961)+(-0.6585+0.0005)i=-0.2234-0.6580i,$$

$$G^K=(-0.3195-0.0961)+(-0.6585-0.0005)i\simeq-0.4157-0.6590i,$$

where the last digit of the real part of $G^K$ comes from the unrounded data. Complex conjugation of the anticommutator gives $[G^R_{ij}(t,t')]^*=G^A_{ji}(t',t)$. Accordingly $G^A(t',t)=-0.2234+0.6580i$ here.

## (e) The rotated Dyson equation

**Let $g$ be the Green function for $V=0$, and let the self-energy $\Sigma$ collect the linked diagrams that cannot be split by cutting one $g$ line. Rotate the Dyson equation and determine the structure of $\underline\Sigma$.**

**Solution.** Let $\rho$ be Gaussian, as in (b), and let both $\rho$ and $V$ conserve particle number. All averages then reduce to pair contractions of $c$ with $c^\dagger$, and the direction of a $g$ line is preserved through every vertex. (With pairing terms, contractions $\langle cc\rangle$ or direction-reversing vertices appear, and $G$ must be enlarged to include anomalous components.) Linked diagrams are then chains of self-energies joined by $g$, so on the contour $G=g+g\Sigma G$, with sums over orbitals and integrals over $C$ implied. Each contour integral has branch weight $\pm1$, which is a matrix $\tau_3$ between components:

$$\hat G=\hat g+\hat g\tau_3\hat\Sigma\tau_3\hat G .$$

Real-time integration is now implied. Multiply by $L\tau_3$ on the left and $L^T$ on the right, and insert $L^TL=1$ between the factors:

$$L\tau_3\hat GL^T=L\tau_3\hat gL^T+(L\tau_3\hat gL^T)(L\tau_3\hat\Sigma L^T)(L\tau_3\hat GL^T).$$

With $\underline\Sigma=L\tau_3\hat\Sigma L^T$ this is $\underline G=\underline g+\underline g\,\underline\Sigma\,\underline G$.

An instantaneous self-energy is $v(\tau)\delta_C(\tau,\tau')$. The condition $\int_Cd\tau'\delta_C(\tau,\tau')f(\tau')=f(\tau)$ forces $\hat\delta_C=\tau_3\delta(t-t')$, and $v$ has the same value on both branches, because it is built from equal-time averages, for which the evolution after time $t$ cancels as in (c). Then $\tau_3\cdot v\tau_3=v\,1$, so this part rotates to $v\,\delta(t-t')LL^T=v\,\delta(t-t')1$. It has no lower-left entry.

For the remaining part, assume bounded kernels, as in a finite system. Since $\underline g$ and $\underline G$ are triangular by (d), the lower-left Dyson entry reads $0=g^A\Sigma_{21}G^R$. Acting with $i\partial_t-h$, which turns $g^A$ into a delta function, gives

$$\int_{t'}^{t_m}dt_1\,\Sigma_{21}(t,t_1)G^R(t_1,t')=0 .$$

Differentiate with respect to $t'$. As $G^R(t'^+,t')=-i$, the lower limit contributes $+i\Sigma_{21}(t,t')$:

$$i\Sigma_{21}(t,t')+\int_{t'}^{t_m}dt_1\,\Sigma_{21}(t,t_1)\partial_{t'}G^R(t_1,t')=0 .$$

This homogeneous Volterra equation with a bounded kernel has only the zero solution: repeated substitution bounds $\Sigma_{21}$ by terms that vanish like $M^n(t_m-t')^n/n!$. Hence

$$\underline\Sigma=\begin{pmatrix}\Sigma^R&\Sigma^K\\0&\Sigma^A\end{pmatrix}.$$

The names of the diagonal entries follow from the same argument. Acting with $i\partial_t-h$ on the 11 entry of the Dyson equation at $t<t'$, where $G^R(t,t')=0$, gives $\int_{t'}^{t_m}dt_1\,\Sigma_{11}(t,t_1)G^R(t_1,t')=0$, so $\Sigma_{11}(t,t')=0$ for $t<t'$. The 22 entry at $t>t'$ gives $\int_0^{t'}dt_1\,\Sigma_{22}(t,t_1)G^A(t_1,t')=0$, so $\Sigma_{22}(t,t')=0$ for $t>t'$. Multiplying the triangular matrices gives

$$G^R=g^R+g^R\Sigma^RG^R,\qquad G^A=g^A+g^A\Sigma^AG^A,$$

$$G^K=g^K+g^R\Sigma^RG^K+g^R\Sigma^KG^A+g^K\Sigma^AG^A .$$

The retarded equation is closed once $\Sigma^R$ is known. Finding $\Sigma^R$ may still require $G^K$, because interactions depend on occupations.

## (f) Two orders for the Hubbard dimer

**Find the diagrams through $U^2$, and compare their sum at $U=0.4$ with the exact $G^R$ and $G^K$.**

**Solution.** Contractions conserve spin, and $\langle T_Ccc^\dagger\rangle=ig$. At first order the down-spin density contracts with itself, giving $n_i=-ig^<_{ii}(t,t)$. The up-spin line contributes two factors $ig$, so the prefactor is $(-i)(-i)(i)(i)=1$. The result is the Hartree self-energy $Un_i\delta_C$. The two spins have equal densities in this state.

At second order, consider the diagram whose up-spin line passes through both vertices while the down-spin operators link them. The two labelings of the vertices cancel the factor $1/2!$. The up-spin line gives $i^3$ and the expansion gives $(-i)^3$, with product $1$. The down-spin contractions give

$$[ig_{ij}(1,2)]\,[-ig_{ji}(2,1)]=g_{ij}(1,2)g_{ji}(2,1),$$

where the minus sign comes from exchanging $c^\dagger(1)$ and $c(2)$. The collision self-energy is therefore

$$\Sigma^{(2)}_{ij}(1,2)=U^2g_{ij}(1,2)\,g_{ij}(1,2)\,g_{ji}(2,1).$$

The other second-order diagrams contain two Hartree vertices, or one Hartree vertex with the density corrected to first order. Writing that density as $n+Un^{(1)}$, the full result is

$$G=g+U\,gng+U^2\left[gn^{(1)}g+gngng+g\sigma g\right]+O(U^3),\qquad \sigma=\Sigma^{(2)}/U^2 .$$

At $t=2.0$ on site 1, $n=0.258$ and $n^{(1)}=0.108$.

The integrals were evaluated by the trapezoid rule with 201 and 401 time points, followed by extrapolation that removes the error quadratic in the step. The coefficients are:

| | $G^R$ | $G^K$ |
|---|---|---|
| $U^0$ | $-0.21305-0.67101i$ | $-0.36105-0.75560i$ |
| $U^1$ | $-0.01297+0.02324i$ | $-0.16957+0.14373i$ |
| $U^2$, Hartree | $-0.02332-0.00558i$ | $+0.01748+0.06691i$ |
| $U^2$, collision | $+0.01151+0.01693i$ | $+0.03372+0.18164i$ |

At $U=0.4$ the first-order coefficient is multiplied by $0.4$ and the sum of the last two rows by $0.16$. For the retarded function,

$$\mathrm{Re}:\ -0.21305-0.00519-0.00189=-0.2201,$$

$$\mathrm{Im}:\ -0.67101+0.00930+0.00182=-0.6599.$$

For the Keldysh function,

$$\mathrm{Re}:\ -0.36105-0.06783+0.00819=-0.4207,$$

$$\mathrm{Im}:\ -0.75560+0.05749+0.03977=-0.6583.$$

The exact values in (d) differ from these sums by $0.0038$ for $G^R$ and $0.0051$ for $G^K$, in absolute value. Relative to the magnitudes of the exact functions, these are about $0.5\%$ and $0.6\%$. At these times the collision term is the larger second-order contribution to $G^K$, so a Hartree treatment would omit most of that correction.

The omitted terms begin at $U^3$. The norm of the difference between the exact four-component matrix and the second-order sum is $9.96\times10^{-5}$ at $U=0.10$ and $1.25\times10^{-5}$ at $U=0.05$. Their ratio, $7.99$, is close to the factor $2^3=8$ expected when the cubic term dominates.

Numbers in the example were calculated in double precision.
